\section*{The T^5 electron-phonon cooling law and overheating of a copper island}

\section{One femtowatt is not a small power}

A copper cube of side $1\,\mu$m has its phonons at $50$ mK, and its electrons receive $1$ fW. With an electron-phonon coupling of the rough size measured for copper, the electrons settle near $60$ mK, roughly $10$ mK above the lattice. Dividing the power by the thermal conductance at $50$ mK would predict an overheating of about $16$ mK instead. Both the size of the overheating and the failure of linear response follow from the law
\begin{equation}
P=\Sigma V\,(T_e^5-T_{ph}^5), \label{law}
\end{equation}
where $P$ is the net heat flow from electrons to phonons, $V$ the volume, and $T_e$, $T_{ph}$ the two temperatures.

The model is a degenerate free-electron metal with electron density $n$, mass density $\rho$ and longitudinal phonons $\omega=cq$, with $c\ll v_F$. Each subsystem is thermal. The metal is clean: the electron mean free path $l$ satisfies $ql\gg1$ for thermal phonons. Gaussian units are used.

\section{Screened coupling and its first correction}

Let $\mathbf u$ be the lattice displacement and $\Delta=\nabla\!\cdot\mathbf u$ the dilation. The ion density changes by $-n\Delta$. If $U$ is the resulting potential energy of an electron, the electron density changes by $-\chi U$, with $\chi>0$ the static response. Poisson's equation, written for the energy of a charge $-e$, gives
\begin{equation}
U=\frac{4\pi e^2}{q^2}\,(n\Delta-\chi U)
\quad\Rightarrow\quad
U=D(q)\Delta,\qquad D(q)=\frac{4\pi e^2 n}{q^2+4\pi e^2\chi(q)} .
\end{equation}
In the response sum, the substitution $\mathbf k\to-\mathbf k-\mathbf q$ makes the two occupation terms equal. The angular integral then gives
\begin{align}
\chi(q)&=4\int\!\frac{d^3k}{(2\pi)^3}\frac{f_k}{\varepsilon_{k+q}-\varepsilon_k}
=\frac{m}{\pi^2\hbar^2}\int_0^{k_F}\!\frac{k}{q}\ln\left|\frac{k+q/2}{k-q/2}\right|dk \nonumber\\
&=\frac{m}{\pi^2\hbar^2 q}\left[\frac12\Big(k_F^2-\frac{q^2}{4}\Big)\ln\frac{k_F+q/2}{k_F-q/2}+\frac{qk_F}{2}\right].
\end{align}
The integrals are principal values. For small $q$ the last logarithm is $q/k_F+q^3/(12k_F^3)+\dots$, so the bracket is $qk_F-q^3/(12k_F)+\dots$. Hence
\begin{equation}
\chi=\nu\Big(1-\frac{q^2}{12k_F^2}+\dots\Big),\qquad \nu=\frac{mk_F}{\pi^2\hbar^2}=\frac{3n}{2E_F}.
\end{equation}
Here $\nu$ is the density of states for both spins. With $k_s^2=4\pi e^2\nu$,
\begin{equation}
D(q)=D\,(1-\beta q^2+\dots),\qquad D=\frac n\nu=\frac{2E_F}{3},\qquad \beta=\frac1{k_s^2}-\frac1{12k_F^2}. \label{D}
\end{equation}
At $q=0.01k_F$ and copper's density, $\beta q^2=4.8\times10^{-5}$. Direct evaluation of the response integral gives $D(q)/D=0.999952$, in agreement.

\section{Relaxation of one phonon mode}

The quantized displacement has amplitude $\sqrt{\hbar/(2\rho V\omega)}$, and the divergence contributes a factor $q$. To leading order in $q$,
\begin{equation}
|M_q|^2=D^2q^2\frac{\hbar}{2\rho V\omega}=\frac{D^2\hbar q}{2\rho cV}.
\end{equation}
Emission minus absorption, with a factor 2 for spin, gives
\begin{equation}
\dot N_q=\frac{2\pi}{\hbar}|M_q|^2\,2\sum_k\big[f_{k+q}(1-f_k)(N_q+1)-f_k(1-f_{k+q})N_q\big]\,\delta(\varepsilon_{k+q}-\varepsilon_k-\hbar\omega).
\end{equation}
Put $a=e^{(\varepsilon_k-\mu)/k_BT_e}$ and $b=e^{\hbar\omega/k_BT_e}$, so that $f_k=1/(1+a)$ and $f_{k+q}=1/(1+ab)$. Then
\begin{equation}
f_{k+q}(1-f_k)=\frac{a}{(1+a)(1+ab)},\qquad
f_k-f_{k+q}=\frac{a(b-1)}{(1+a)(1+ab)} .
\end{equation}
Their ratio is $n_e=1/(b-1)$, the Bose function at $T_e$. Likewise $f_k(1-f_{k+q})=(n_e+1)(f_k-f_{k+q})$. The square bracket becomes
\begin{equation}
(f_k-f_{k+q})\big[n_e(N_q+1)-(n_e+1)N_q\big]=(f_k-f_{k+q})(n_e-N_q).
\end{equation}

For the remaining sum, split $\mathbf k$ into parts along and across $\mathbf q$. The delta function fixes $k_\parallel=m\omega/(\hbar q)-q/2$ and contributes $m/(\hbar^2q)$. Across $\mathbf q$, $d^2k_\perp=(2\pi m/\hbar^2)\,d\varepsilon$, with $\varepsilon\ge\varepsilon_0=\hbar^2k_\parallel^2/2m$. Therefore
\begin{align}
2\sum_k(f_k-f_{k+q})\,\delta(\dots)
&=\frac{2V}{8\pi^3}\,\frac{m}{\hbar^2q}\,\frac{2\pi m}{\hbar^2}\int_{\varepsilon_0}^{\infty}\![f(\varepsilon)-f(\varepsilon+\hbar\omega)]\,d\varepsilon \nonumber\\
&=V\frac{m^2}{2\pi^2\hbar^4q}\int_{\varepsilon_0}^{\varepsilon_0+\hbar\omega}\!f\,d\varepsilon
\simeq V\frac{m^2\omega}{2\pi^2\hbar^3q}. \label{phase}
\end{align}
The last step needs $\varepsilon_0+\hbar\omega$ to lie many $k_BT_e$ below $E_F$. This holds for $q$ well inside $2k_F$, where the correction is exponentially small. Multiplication by $(2\pi/\hbar)|M_q|^2$ gives
\begin{equation}
\dot N_q=\gamma_q(n_e-N_q),\qquad
\gamma_q=\frac{D^2m^2q}{2\pi\rho\hbar^3}. \label{gamma}
\end{equation}

\section{The low-temperature limit and the $T^7$ term}

Each mode receives energy $\hbar cq\,\dot N_q$. Inserting $D(q)^2\simeq D^2(1-2\beta q^2)$,
\begin{equation}
\frac PV=\frac{D^2m^2c}{4\pi^3\rho\hbar^2}\int_0^\infty q^4(1-2\beta q^2)(n_e-n_{ph})\,dq. \label{power}
\end{equation}
Of the four powers of $q$ in the leading term, two come from mode counting, one from the phonon energy and one from $\gamma_q$. The integration supplies the fifth power of $T$. With $x=\hbar cq/k_BT$,
\begin{equation}
\int_0^\infty\frac{x^4dx}{e^x-1}=24\,\zeta(5),\qquad \int_0^\infty\frac{x^6dx}{e^x-1}=720\,\zeta(7),
\end{equation}
and the result is $P/V=F(T_e)-F(T_{ph})$, where
\begin{align}
F(T)&=\Sigma T^5\left[1-60\,\frac{\zeta(7)}{\zeta(5)}\,\beta\Big(\frac{k_BT}{\hbar c}\Big)^2+\dots\right],\\
\Sigma&=\frac{6\zeta(5)D^2m^2k_B^5}{\pi^3\rho\hbar^7c^4}
=\frac{2\zeta(5)}{3}\,\frac{k_F^4k_B^5}{\pi^3\rho\hbar^3c^4}.
\end{align}
The second form of $\Sigma$ uses $D^2m^2=\hbar^4k_F^4/9$.

For copper at $50$ mK, $k_BT/\hbar c=5.347\times10^4/3.921=1.36\times10^4\ \mathrm{cm}^{-1}$ and $\beta=2.6\times10^{-17}\ \mathrm{cm}^2$. The $T^7$ term is then about $3\times10^{-7}$ of the leading one. Its coefficient belongs to static screening and linear dispersion; curvature of $\omega(q)$ would add a term of the same order in $T$. The frequency dependence of screening enters through $c/v_F$, which is independent of $T$. It changes $\Sigma$ by a relative amount of order $(c/v_F)^2\sim10^{-5}$ and leaves the exponent alone.

In numerical tests the original Fermi and Bose factors were integrated with constant $D$. At four low-temperature settings, one of them with the phonons hotter, the ratio to the $T^5$ law was $1.000000$.

\section{The opposite limit: hot phonons}

When $k_BT\gg\hbar ck_F$, still with degenerate electrons, the phase space ends near $q=2k_F$ before the Bose functions fall off. Keep $D$ constant and let the phonon spectrum extend to $2k_F$, to see what this cutoff does. From $1/(e^x-1)=1/x-1/2+x/12-\dots$,
\begin{equation}
n_e-n_{ph}\simeq\frac{k_B(T_e-T_{ph})}{\hbar cq}\left[1-\frac{(\hbar cq)^2}{12k_B^2T_eT_{ph}}\right].
\end{equation}
The integrals $\int_0^{2k_F}q^3dq=4k_F^4$ and $\int_0^{2k_F}q^5dq=32k_F^6/3$ give
\begin{equation}
\frac PV\simeq\frac{D^2m^2k_F^4k_B}{\pi^3\rho\hbar^3}(T_e-T_{ph})\left[1-\frac29\,\frac{(\hbar ck_F)^2}{k_B^2T_eT_{ph}}\right].
\end{equation}
The flow is now linear in the temperature difference. The coefficient belongs to this simplified model and not to copper. With one electron per atom the phonon modes end at the Debye wave number $q_D=(6\pi^2n)^{1/3}=1.26\,k_F$, before $2k_F$, which multiplies the leading term by $(q_D/2k_F)^4=0.16$. The coupling also falls at such wave numbers, to $D(q_D)=0.57D$ at copper's density, and the two effects together leave about $0.07$ of the leading term. In units $\hbar=m=k_F=k_B=1$, take $T_e=0.02$, $T_{ph}=0.01$ and $c=0.01$, which lies only at the edge of this limit. The leading term is $0.0052$ of what the $T^5$ law would give, and the correction factor $1-1/9$ lowers this to $0.0046$. Full integration gives $0.00468$. The $T^5$ law thus fails here by a factor of about 200.

\section{Overheating: two expansions}

Suppose that all the power leaves through the phonons, held at $T_0$. Define
\begin{equation}
p=\frac{P}{\Sigma VT_0^5},\qquad T_e=T_0(1+p)^{1/5}.
\end{equation}
For weak heating, $p<1$, the binomial series gives
\begin{equation}
T_e-T_0=T_0\Big(\frac p5-\frac{2p^2}{25}+\dots\Big).
\end{equation}
The first term is $P/(5\Sigma VT_0^4)$, the linear response. For strong heating, $p>1$, factor out $p$ first:
\begin{equation}
T_e=\Big(\frac{P}{\Sigma V}\Big)^{1/5}\Big(1+\frac1{5p}-\frac{2}{25p^2}+\dots\Big).
\end{equation}
The leading term does not contain $T_0$: strongly heated electrons nearly forget the bath.

\section{The copper island}

The inputs are rough copper values: $\rho=9.0\ \mathrm{g/cm^3}$, atomic mass $63.5$ u, one conduction electron per atom, and $c=4.8\times10^5$ cm/s. They give $k_F=1.36\times10^8\ \mathrm{cm}^{-1}$, $D=4.7$ eV and
\begin{equation}
\Sigma_{\rm jell}=6.9\times10^8\ \mathrm{erg/(s\,cm^3K^5)}=6.9\times10^7\ \mathrm{W/(m^3K^5)}.
\end{equation}
The rough measured size is $2\times10^{10}\ \mathrm{erg/(s\,cm^3K^5)}$, or $2\times10^9\ \mathrm{W/(m^3K^5)}$, which is 29 times larger. This ratio combines the jellium coupling $D$ with copper's actual sound speed. Jellium's own speed, fixed by $\rho c^2=nD$, is $2.7\times10^5$ cm/s. Through $c^{-4}$ it would raise $\Sigma$ about tenfold and reduce the ratio to about 3.

The model omits transverse phonons, the real Fermi surface and umklapp processes. If two transverse branches had a coupling $D_t$ of the same form, the factor $c^{-4}$ would weight them by $2(c/c_t)^4=37.9$ for $c_t=2.3\times10^5$ cm/s. Then $1+37.9\,(D_t/D)^2=29.1$ requires $D_t/D=0.86$. No such coupling is derived or tested here, so it remains a conjecture that slow transverse modes account for the gap.

For the practical estimate take the measured size. With $P=10^{-8}$ erg/s and $V=10^{-12}\ \mathrm{cm}^3$,
\begin{equation}
\frac{P}{\Sigma V}=5.0\times10^{-7}\ \mathrm{K^5},\quad
T_0^5=3.125\times10^{-7}\ \mathrm{K^5},\quad
T_e=(8.125\times10^{-7})^{1/5}\,\mathrm K=60.5\ \mathrm{mK}.
\end{equation}
Here $p=1.6$. The power that makes $p=1$ is $\Sigma VT_0^5=0.6$ fW, so one femtowatt already lies beyond the weak-heating series. In this sense one femtowatt is not a small power for the island. The strong-heating form gives $54.9$ mK at leading order and $61.8$ mK with its first correction.

The jellium coupling gives $P/(\Sigma V)=1.455\times10^{-5}\ \mathrm{K^5}$, hence $p=47$ and $T_e=108$ mK. Linear response would predict an overheating of $466$ mK, where the full law gives $58$ mK. The strong-heating form gives $107.8$ mK, and $108.3$ mK with the correction.

The fifth root softens the effect of $\Sigma$ on $T_e$ itself: halving or doubling the measured-size value moves $T_e$ to about $67$ or $56$ mK. The overheating is less protected, since it becomes about $17$ or $6$ mK.

\section{How far the estimate can be trusted}

The phonons also warm. A thermal branch of speed $c_j$ has energy density $\pi^2(k_BT)^4/(30\hbar^3c_j^3)$, and a quarter of this times $c_j$ crosses unit area. If all three branches share the temperature $T_{ph}$ and one face of area $A$ transmits perfectly to a bath at $T_0$,
\begin{equation}
P=A\,\frac{\pi^2k_B^4}{120\hbar^3}\Big(\frac1{c^2}+\frac2{c_t^2}\Big)(T_{ph}^4-T_0^4).
\end{equation}
This gives $T_{ph}=51.8$ mK and raises the practical estimate from $60.5$ to $61.4$ mK. About nine tenths of this flux is carried by the transverse branches. If only the longitudinal branch were heated, the term $2/c_t^2$ would drop out, giving $T_{ph}=62.5$ mK and $T_e=68$ mK. Imperfect transmission through that face would warm the phonons further.

A thermal phonon distribution is itself an idealization. At the dominant wave number, $q=5.3\times10^4\ \mathrm{cm}^{-1}$, the jellium rate is $\gamma_q=3.8\times10^7\ \mathrm{s}^{-1}$, while the crossing rate $c/L$ for side $L$ is $4.8\times10^9\ \mathrm{s}^{-1}$. The escape rate through a single face is about $cA/4V=c/4L=1.2\times10^9\ \mathrm{s}^{-1}$. With the jellium coupling and a well-transmitting boundary, most emitted phonons therefore leave before the electrons reabsorb them. If longitudinal phonons alone carried the measured-size coupling, the rate would be 29 times larger, about $1.1\times10^9\ \mathrm{s}^{-1}$. That is close to the escape rate, so roughly half of these phonons would be reabsorbed.

Size is the more serious limit. In the leading integrand for $F(T)$ at $50$ mK, the dominant wavelength is $1.2\,\mu$m for longitudinal and $0.56\,\mu$m for transverse phonons. The net flow contains the difference $n_e-n_{ph}$ and peaks at somewhat shorter wavelengths. These lengths are comparable with the island side, so counting bulk modes is marginal. Even for $l=1\,\mu$m, $ql$ is only $5.3$. That is not enough to secure the clean result. In Pippard's free-electron theory of sound attenuation, not derived here, scatterers that move with the lattice damp transverse phonons at a rate of order $(nm/\rho)\,v_F/l$, nearly independent of $q$, which adds a flow close to $T^4/l$. For $l=1\,\mu$m at $50$ mK this flow is about five times the longitudinal jellium one, and the local exponent of the total is near $4.3$. Disorder, even at this level, or discrete vibrational modes can therefore change both the prefactor and the exponent. The supported conclusion is an overheating of roughly $10$ to $20$ mK for the measured-size coupling, depending on which phonon branches carry the heat away. The numerical output lists the intermediate values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
input: density = 9.0 g/cm^3
input: atomic mass = 63.5 u
input: longitudinal sound speed = 4.80e+05 cm/s
input: transverse sound speed = 2.30e+05 cm/s
input: island side = 1.0e-04 cm
input: island volume = 1.0e-12 cm^3
input: power = 1.0e-08 erg/s = 1.0 fW
input: bath temperature = 50.0 mK
electron density = 8.535e+22 cm^-3
Fermi wave number = 1.362e+08 cm^-1
Fermi energy = 7.07 eV
Fermi velocity = 1.577e+08 cm/s
screened coupling D = 4.71 eV
screening wave number = 1.810e+08 cm^-1
test: response D / (2EF/3) = 0.999952
test: phase space direct/formula = 1.000000
test: net rate direct/formula = 1.000474
test: Te,Tph,c = (0.002, 0.001, 0.05) model units, power/law = 1.000000
test: Te,Tph,c = (0.0015, 0.0005, 0.05) model units, power/law = 1.000000
test: Te,Tph,c = (0.002, 0.0015, 0.08) model units, power/law = 1.000000
test: Te,Tph,c = (0.001, 0.002, 0.05) model units, power/law = 1.000000
test: hot case (0.02, 0.01, 0.01) model units, power/law = 0.00468
zeta(5) = 1.036928
jellium Sigma = 6.871e+08 erg/(s cm^3 K^5) = 6.871e+07 W/(m^3 K^5)
rough measured-size Sigma = 2.0e+10 erg/(s cm^3 K^5) = 2.0e+09 W/(m^3 K^5)
rough/jellium Sigma = 29.1
T0^5 = 3.125e-07 K^5
jellium: P/(Sigma V) = 1.455e-05 K^5
jellium: electron temperature = 108.3 mK
jellium: overheating = 58.3 mK
jellium: linear overheating = 465.7 mK
rough Sigma: P/(Sigma V) = 5.000e-07 K^5
rough Sigma: electron temperature = 60.5 mK
rough Sigma: overheating = 10.5 mK
rough Sigma: linear overheating = 16.0 mK
jellium: Te from numerical balance = 108.3 mK
phonon temperature, ideal face = 51.77 mK
jellium: Te with warm phonons = 108.3 mK
rough Sigma: Te with warm phonons = 61.4 mK
peak of x^4/(exp(x)-1) at x = 3.921
dominant longitudinal q at T0 = 5.347e+04 cm^-1
longitudinal wavelength at T0 = 1.18 micron
transverse wavelength at T0 = 0.56 micron
longitudinal wavelength at jellium Te = 0.54 micron
q times l at T0 for l = 1 micron: 5.35
phonon relaxation rate at dominant q = 3.81e+07 1/s
phonon crossing rate c/L = 4.80e+09 1/s
two transverse modes, speed factor = 37.9
transverse/longitudinal coupling to bridge = 0.86
\end{verbatim}
